# Frequency grids for the one-mode RPA correlation energy, part 2

In atomic units (energies and frequencies quoted in eV), one transition with gap $D>0$ and coupling $K>-D/2$ has, in direct RPA, $H=(D+K)b^\dagger b+\tfrac K2(bb+b^\dagger b^\dagger)$ and $\Omega=\sqrt{D^2+2DK}$. Its correlation energy is

$$E=\int_0^\infty f(\omega)\,d\omega,\quad f=\frac{\ln(1+Q)-Q}{2\pi},\quad Q=\frac{2DK}{D^2+\omega^2},$$

$$E=\tfrac12(\Omega-D-K).\tag{2}$$

Take $K>0$ below. A rule with $N$ nodes $\omega_j$ and weights $w_j$ has error $\sum_jw_jf(\omega_j)-E$; trapezoidal end points carry half weight. With $L_s=(2/\pi)s/(\omega^2+s^2)$ and $e(s)=\sum_jw_jL_s(\omega_j)-1$,

$$\text{error}=\tfrac12\Big[\int_D^\Omega e(s)\,ds-K\,e(D)\Big].\tag{3}$$

Cutting the integral at $W\gg\Omega$, with $c=D^2K^2/\pi$, $\gamma=2D^2+\tfrac43DK$ and $f\approx-c/\omega^4$ at large $\omega$, gives

$$\text{cutoff error}=\frac c{3W^3}\Big[1-\frac{3\gamma}{5W^2}+\dots\Big].\tag{4}$$

Poisson summation, with $\hat F(k)=\int Fe^{-ikt}dt$ and $m=0$ the exact integral:

$$h\sum_{j=-\infty}^\infty F(t_0+jh)=\sum_{m=-\infty}^\infty\hat F(2\pi m/h)\,e^{2\pi imt_0/h}.\tag{5}$$

The uniform grid with step $h$ has, for $W\to\infty$ and for $W=(N-1)h$ respectively,

$$\epsilon_h=\frac h{2\pi}\ln\frac{1-e^{-2\pi\Omega/h}}{1-e^{-2\pi D/h}}-\frac K{e^{2\pi D/h}-1},\tag{6}$$

$$\text{error}=\epsilon_h+\frac c{3W^3}\Big[1-\frac{3\gamma}{5W^2}+\frac{h^2}{W^2}+\dots\Big].\tag{7}$$

For small $h$, $\epsilon_h\approx(h/2\pi-K)e^{-2\pi D/h}$.

Gauss–Legendre nodes $x$ and weights $a$ are mapped by $\omega=\omega_0(1+x)/(1-x)$, $w=2\omega_0a/(1-x)^2$. With $z=(is-\omega_0)/(is+\omega_0)$, $\xi=z+\sqrt{z-1}\sqrt{z+1}$, $\rho=|\xi|$, $u=s/\omega_0$ and Legendre functions $P_N,Q_N$,

$$e(s)=2\,\mathrm{Re}\Big[-\frac i\pi\,\frac{2Q_N(z)}{P_N(z)}\Big],\tag{8}$$

$$e(s)\approx4\,\mathrm{Im}\,\xi(s)^{-(2N+1)},\tag{9}$$

$$\rho+\frac1\rho=\frac{2(s+\omega_0)}{\sqrt{s^2+\omega_0^2}}=2\sqrt{1+\frac2{u+1/u}} .\tag{10}$$

At $s=\omega_0$, $e$ alternates in sign with $N$. The envelope falls as $\rho_{\min}^{-2N}$, $\rho_{\min}$ being the smallest $\rho$ on $[D,\Omega]$; the best scale is $\omega_0=\sqrt{D\Omega}$. For $r=\Omega/D\gg1$, $\rho_{\min}\approx1+\sqrt2\,r^{-1/4}$.

Two tasks remain: (e) find the error of the trapezoidal rule in $t=\ln\omega$ with nodes $\omega_j=\omega_{\min}e^{jh}$, $j=0,\dots,N-1$, and choose $h$, $\omega_{\min}$, $\omega_{\max}$ for given $N$; (f) tabulate the errors for H$_2$ at $R=0.74$ Å with restricted Hartree–Fock orbitals in STO-3G.

### (e) Logarithmic grid

With $\omega=e^t$, $d\omega=\omega\,dt$, the weights are $h\omega_j$, and

$$L_s\,\omega=\frac2\pi\frac{1}{\omega/s+s/\omega}=\frac1\pi\,\mathrm{sech}(t-\ln s).$$

The transform $I(k)=\int\mathrm{sech}(t)\,e^{-ikt}dt$ comes from the rectangle bounded by $\mathrm{Im}\,t=0$ and $\mathrm{Im}\,t=\pi$. On the upper side $\mathrm{sech}(t+i\pi)=-\mathrm{sech}\,t$, the exponential gains $e^{k\pi}$, and the direction is reversed, so the contour integral is $(1+e^{k\pi})I$. The pole at $t=i\pi/2$ has residue $e^{k\pi/2}/\sinh(i\pi/2)=e^{k\pi/2}/i$. Hence $I=2\pi e^{k\pi/2}/(1+e^{k\pi})=\pi\,\mathrm{sech}(\pi k/2)$. The shift by $\ln s$ multiplies this by $e^{-ik\ln s}$. With $t_0=\ln\omega_{\min}$ and $k_m=2\pi m/h$, pairing $\pm m$ in (5) gives for the doubly infinite grid

$$e(s)=2\sum_{m\ge1}\mathrm{sech}(\pi^2m/h)\cos\big[k_m\ln(s/\omega_{\min})\big].\tag{11}$$

For $h\ll\pi^2$ the amplitude is $4e^{-\pi^2/h}$ for every $s$, because the poles lie at $\mathrm{Im}\,t=\pm\pi/2$ whatever $s$ is. The integral in (3) uses the primitive $s(\cos\phi+k\sin\phi)/(1+k^2)$ of $\cos\phi$, $\phi=k\ln(s/\omega_{\min})$, which is checked by differentiating with $d\phi/ds=k/s$. The result of (3) with (11) is the step error $\epsilon_{\log}$.

The finite rule lacks half of each end point and all points beyond. Below $\omega_{\min}\ll D$, $f\approx f(0)$ and the missing sum is $hf(0)\omega_{\min}[\tfrac12+\sum_{j\ge1}e^{-jh}]=f(0)\,\omega_{\min}\tfrac h2\coth\tfrac h2$, since $\frac12+1/(e^h-1)=\frac12\coth\frac h2$. Above $\omega_{\max}\gg\Omega$, $\omega f\approx-c/\omega^3$ and the ratio of successive terms is $e^{-3h}$. Both missing sums are negative, so

$$\text{error}\approx\epsilon_{\log}+|f(0)|\,\omega_{\min}\frac h2\coth\frac h2+\frac c{\omega_{\max}^3}\frac h2\coth\frac{3h}2.\tag{12}$$

To make the three terms fall together as $e^{-\lambda}$, set $h=\pi^2/\lambda$, $\omega_{\min}=\omega_0e^{-\lambda}$ and $\omega_{\max}=\omega_0e^{\lambda/3}$ with $\omega_0=\sqrt{D\Omega}$. The constraint $(N-1)h=\ln(\omega_{\max}/\omega_{\min})=4\lambda/3$ gives

$$\lambda=\pi\sqrt{3(N-1)/4}.$$

The convergence is root-exponential: faster than any power of $N$, slower than $\rho^{-2N}$ at large $N$. The choice balances exponents only, so the prefactors may differ.

### (f) H$_2$ in a minimal basis

The basis gives one occupied orbital $g$ and one empty orbital $u$, with two spin-conserving excitations. In direct RPA the matrices multiplying $b^\dagger b$ and $\frac12(bb+b^\dagger b^\dagger)$ are $A_{\sigma\sigma'}=D\delta_{\sigma\sigma'}+J$ and $B_{\sigma\sigma'}=J$ with $J=(gu|gu)$. The symmetric (singlet) combination has $A=D+2J$, $B=2J$, so $K=2J$. The antisymmetric (triplet) one has $A=D$, $B=0$ and contributes nothing. The numbers below describe this minimal-basis model and are not converged values for H$_2$: the gap falls from 34.0 eV to 22.7 eV in 6-31G, 20.7 eV in cc-pVTZ and 17.6 eV in aug-cc-pVTZ, and the direct-RPA correlation energy grows from $-0.56$ eV to $-0.77$ eV (6-31G), $-1.22$ eV (cc-pVDZ) and $-1.50$ eV (aug-cc-pVTZ). Those bases have many modes, so the point counts below do not carry over to them. The many digits are kept only to measure quadrature errors.

From $\varepsilon_g=-15.743$ eV, $\varepsilon_u=18.263$ eV and $J=4.931$ eV,

$$D=34.006\text{ eV},\quad K=9.862\text{ eV},\quad\Omega=\sqrt{34.006\times53.730}=42.745\text{ eV},$$

$$E=\tfrac12(42.745-34.006-9.862)=-0.5615\text{ eV}=-0.02063\text{ hartree}.$$

Further, $Q(0)=0.5800$, $f(0)=[\ln1.5800-0.5800]/2\pi=-0.01951$, $c=(34.006\times9.862)^2/\pi=35800$ eV$^4$ and $\omega_0=\sqrt{34.006\times42.745}=38.126$ eV. In (10), $(D+\omega_0)/\sqrt{D^2+\omega_0^2}=72.132/51.088=1.4119$, so $\rho=1.4119+\sqrt{1.4119^2-1}=2.409$ and $\rho^2=5.80$.

The four-point Gauss rule can be done by hand. The first node $x=-0.861136$, $a=0.347855$ gives $\omega=38.126\times0.138864/1.861136=2.8447$ eV and $w=2\times38.126\times0.347855/1.861136^2=7.6576$ eV.

| $\omega_j$ (eV) | $w_j$ (eV) | $f(\omega_j)$ | $w_jf$ (eV) |
|---|---|---|---|
| 2.8447 | 7.6576 | $-1.92743\times10^{-2}$ | $-0.147595$ |
| 18.7793 | 27.6948 | $-1.22115\times10^{-2}$ | $-0.338194$ |
| 77.4039 | 114.1516 | $-6.59758\times10^{-4}$ | $-0.075312$ |
| 510.9874 | 1375.5342 | $-5.19601\times10^{-7}$ | $-0.000715$ |

The sum is $-0.561816$ eV and the error $-3.61\times10^{-4}$ eV, or 0.064% of $|E|$. Equations (3) and (9) predict $-3.69\times10^{-4}$ eV, 2% larger than the measured error.

The measured errors in eV are as follows, for a uniform grid with $W=300$ eV, a uniform grid with $h=D/3=11.335$ eV, Gauss with $\omega_0=38.126$ eV, and the logarithmic grid of part (e). The notation $4.44(-1)$ means $4.44\times10^{-1}$.

| $N$ | fixed $W$ | fixed $h$ | Gauss | log |
|---|---|---|---|---|
| 4 | $-4.44(-1)$ | $+1.20(-1)$ | $-3.61(-4)$ | $-4.71(-2)$ |
| 8 | $-3.36(-2)$ | $+1.91(-2)$ | $-2.61(-6)$ | $-6.66(-3)$ |
| 12 | $-1.98(-3)$ | $+5.60(-3)$ | $-4.48(-9)$ | $-1.36(-3)$ |
| 16 | $+2.78(-4)$ | $+2.31(-3)$ | $-5.02(-12)$ | $-3.46(-4)$ |
| 32 | $+4.34(-4)$ | $+2.72(-4)$ | round-off | $-4.54(-6)$ |
| 64 | $+4.34(-4)$ | $+3.26(-5)$ | round-off | $-8.17(-9)$ |

Round-off here means about $10^{-15}$ eV, far above the predictions of (9) for those $N$.

At fixed $W$, the cutoff term is $35800/(3\times300^3)=4.420\times10^{-4}$ eV, and the relative correction $-0.0184$ brings it to $4.34\times10^{-4}$ eV, the error measured with 2000 points. The sign change between $N=12$ and $N=16$ is the negative step error (6) shrinking below the positive cutoff error. The entry at $N=16$ lies below the limiting value only through this cancellation.

At fixed $h$, $2\pi D/h=6\pi$ and $\epsilon_h\approx(1.804-9.862)e^{-6\pi}=-5.25\times10^{-8}$ eV, against $-5.257\times10^{-8}$ eV from the full (6). The measured power of $N-1$ between 65 and 129 points is $-3.014$. To reach $10^{-6}$ eV one needs $c/3W^3=10^{-6}+5.26\times10^{-8}$ eV, so $W=2247$ eV, $W/h=198.2$ and $N=200$, the count found by direct search.

In the Gauss column all $N$ are even, which removes the alternation noted after (10). From $N=8$ to 16 the error falls by $5.2\times10^5$, less than $\rho^{16}=5.80^8=1.3\times10^6$. The prediction from (3) and (9) contains this effect, giving $-2.66\times10^{-6}$ and $-5.07\times10^{-12}$ eV: the phase $(2N+1)\arg\xi(s)$ spreads across $[D,\Omega]$ as $N$ grows, which changes the balance of the two terms in (3). A scale wrong by a factor of 10 either way lowers $\rho_{\min}$ to 1.506, the same value for both because (10) is symmetric in $\ln u$. The errors at $N=16$ become $-1.0\times10^{-5}$ eV for $\omega_0=3.813$ eV and $+1.9\times10^{-5}$ eV for $381.26$ eV.

For the logarithmic grid at $N=16$, $\lambda=\pi\sqrt{11.25}=10.537$, $h=0.9366$, $\omega_{\min}=1.011\times10^{-3}$ eV and $\omega_{\max}=1278.3$ eV. The low end gives $0.01951\times1.011\times10^{-3}\times1.072=2.1\times10^{-5}$ eV and the high end $(35800/1278.3^3)\times0.528=0.9\times10^{-5}$ eV. With the step error $-37.6\times10^{-5}$ eV the sum is $-3.46\times10^{-4}$ eV, equal to the measured error to these digits.

The cosine in (11) might be expected to scatter the signs in the last column, yet all are negative. The phase is $k_1\ln(s/\omega_0)+k_1\lambda$, and $k_1\lambda=2\lambda^2/\pi=3\pi(N-1)/2$. Every tabulated $N$ is a multiple of 4, so $N-1=4n+3$ and $k_1\lambda=6\pi n+9\pi/2$, which is $\pi/2$ modulo $2\pi$. The cosine becomes $-\sin[k_1\ln(s/\omega_0)]$. At $s=D<\omega_0$ it equals $+\sin[k_1\ln(\omega_0/D)]$, positive while the argument is below $\pi$, and the factor $-K$ in (3) makes the term negative. The integral term is smaller, since the sine is odd in $\ln(s/\omega_0)$ and the range is symmetric in that variable.

A fit of $\ln|\text{error}|$ against $\sqrt{N-1}$ for $N=8$ to 100 has slope $-2.49$, 8% shallower than $-\pi\sqrt{3/4}=-2.72$. The prefactor of the step error is not constant. Its amplitude is proportional to $|\int_D^\Omega e^{ik_1\ln(s/D)}ds-K|$, which is $2|E|=1.12$ eV as $k_1\to0$ and tends to $K=9.86$ eV as $k_1=2\lambda/\pi\to\infty$, where the integral is of order $1/k_1$. In the output the ratio of step error to low-end error rises in size through 12, 18 and 24 at $N=8$, 16, 32. The approach to $K$ is not monotonic: the amplitude is 5.1, 7.1, 9.5, 11.7 and 12.4 eV at $N=8$, 16, 32, 64, 100. The amplitude times $e^{-\lambda}$ has slope $-2.62$ over the same range of $N$, so its growth accounts for less than half of the difference. The fitted slope also depends on the phase $3\pi(N-1)/2$: fits restricted to $N$ equal to 0, 1, 2, 3 modulo 4 give $-2.65$, $-2.39$, $-2.67$ and $-2.24$. The ratios 12, 18 and 24 of step error to low-end error also show that the balance of part (e) spends more points on range than the prefactors require.

The numbers of points from which the error stays below $10^{-3}$ eV are 21 (uniform, fixed $h$), 3 (Gauss) and 13 (log). The Gauss count is particular to this example: scaling the $N=4$ error back by $\rho^2$ gives $3.61\times10^{-4}\times5.80=2.1\times10^{-3}$ eV, so the three-point error lies below the envelope trend, as the oscillating phase in (9) allows. For $10^{-6}$ eV they are 200, 9 and 39.

A stiff model with $D=1$ eV and $K=50$ eV has $\Omega=10.050$ eV, $E=-20.475$ eV, $\omega_0=3.170$ eV and $\rho=2.012$. The Gauss errors at $N=8$ and 16 are $+6.0\times10^{-4}$ and $-6.6\times10^{-10}$ eV, a drop of $9\times10^5$ where $\rho^{16}=7\times10^4$, so the ratio of two errors can lie on either side of the envelope rate. The logarithmic errors at $N=8$, 16, 32 are $+0.119$, $-9.2\times10^{-4}$ and $+4.2\times10^{-5}$ eV. Their signs vary, and the sign argument for H$_2$ does not carry over, because $\ln(\omega_0/D)$ is ten times larger here. At these $N$ Gauss remains ahead for $\Omega/D\approx10$. Its rate degrades as $r^{-1/4}$, while the amplitude of (11) is independent of $s$ and a wider spectrum costs the logarithmic grid, at fixed $h$ and fixed relative error, fewer than $(\ln r)/h$ extra points. For $r\gg1$, $|E|\approx K/2$, so $|f(0)/E|\to2/\pi D$ and $c/|E|\to D\Omega^2/\pi$. Then $\omega_{\min}$ stays fixed, $\omega_{\max}$ grows as $r^{2/3}$, and the count grows as $\tfrac23(\ln r)/h$. Where the two cross was not computed.

The program whose output follows tests (2) against adaptive quadrature (including a case with $K<0$) and against diagonalization of $H$ and of the spin-orbital RPA matrix, and it tests (3), (4), (6), (7) apart from its $h^2/W^2$ term, (8) to (10) and (12) against explicit sums and integrals, and the optimal $\omega_0$ by a scan of the smallest $|\xi|$ on $[D,\Omega]$.

## Values computed for the example and the checks

```
H2 RHF/STO-3G, R = 0.74 angstrom
eps_g = -15.74325 eV, eps_u = 18.26274 eV, (gu|gu) = 4.93099 eV
D = 34.00600 eV, K = 9.86198 eV, Omega = 42.74506 eV, Omega/D = 1.25699
E exact = -0.56145454 eV = -0.02063307 hartree; boson diagonalization = -0.56145454 eV
Q(0) = 0.58001, f(0) = -0.019509, c = 35800.5 eV^4
w0 = sqrt(D Omega) = 38.1260 eV, rho = 2.4087, rho^2 = 5.8016
fixed W = 300 eV: tail c/(3W^3) = 4.420e-04 eV, relative correction = -0.0184
fixed W = 300 eV: measured error at N = 2000 is 4.340e-04 eV
fixed h = D/3 = 11.3353 eV: infinite-grid error = -5.257e-08 eV
4-point Gauss: x, Legendre weight, w (eV), mapped weight (eV), f, product (eV)
  -0.861136 0.347855     2.8447     7.6576 -1.92743e-02 -0.147595
  -0.339981 0.652145    18.7793    27.6948 -1.22115e-02 -0.338194
  +0.339981 0.652145    77.4039   114.1516 -6.59758e-04 -0.075312
  +0.861136 0.347855   510.9874  1375.5342 -5.19601e-07 -0.000715
  sum = -0.561816 eV, error = -3.611e-04 eV
measured error (eV): N, uniform fixed W, uniform fixed h, Gauss, log
    4 -4.440e-01 +1.196e-01 -3.611e-04 -4.709e-02
    8 -3.361e-02 +1.908e-02 -2.608e-06 -6.660e-03
   12 -1.979e-03 +5.597e-03 -4.476e-09 -1.358e-03
   16 +2.781e-04 +2.305e-03 -5.015e-12 -3.458e-04
   32 +4.344e-04 +2.716e-04 +1.443e-15 -4.537e-06
   64 +4.341e-04 +3.262e-05 +8.882e-16 -8.168e-09
predicted error (eV), same columns (nan: W < 4D, tail law not valid)
    4 -4.440e-01 +nan -3.688e-04 -4.662e-02
    8 -3.361e-02 +nan -2.657e-06 -6.655e-03
   12 -1.974e-03 +nan -4.538e-09 -1.358e-03
   16 +2.842e-04 +2.428e-03 -5.070e-12 -3.458e-04
   32 +4.420e-04 +2.750e-04 +1.958e-24 -4.537e-06
   64 +4.420e-04 +3.271e-05 -5.284e-49 -8.168e-09
log grid: N, lambda, h, w_min (eV), w_max (eV), step/low/high errors (eV)
    8 7.198 1.3711 2.851e-02 420.0 -7.638e-03 +6.408e-04 +3.422e-04
   16 10.537 0.9366 1.011e-03 1278.3 -3.760e-04 +2.116e-05 +9.055e-06
   32 15.148 0.6515 1.006e-05 5945.0 -4.814e-06 +2.031e-07 +7.382e-08
Gauss scale: w0 (eV), rho_min, errors at N = 8 and 16 (eV)
      3.813 1.5056 -3.378e-03 -1.022e-05
     38.126 2.4087 -2.608e-06 -5.015e-12
    381.260 1.5056 +5.208e-03 +1.935e-05
uniform fixed h: measured power of N-1 = -3.014
log: d ln|err|/d sqrt(N-1) measured -2.494, predicted -2.721
points to stay below 1e-03 eV: uniform fixed h 21, Gauss 3, log 13
points to stay below 1e-06 eV: uniform fixed h 200, Gauss 9, log 39
stiff model D = 1.0 eV, K = 50.0 eV: Omega = 10.04988 eV, E = -20.475062 eV
  w0 = 3.1702 eV, rho = 2.0120; errors (eV): N, Gauss, log
    8 +6.010e-04 +1.189e-01
   16 -6.646e-10 -9.235e-04
   32 -3.553e-15 +4.227e-05
```
